Firsov's velocity-proportional electronic loss from momentum exchange across the midplane

**Definitions and conventions**

Atoms A and B have atomic numbers Z₁ and Z₂, with Z = Z₁ + Z₂. Their nuclei are a distance R apart and move with velocities v_A and v_B. The relative velocity is v = v_A − v_B, with magnitude v. The dividing surface S is the plane midway between the nuclei and perpendicular to the line joining them. The unit vector k is normal to S and points from A to B.

The path is taken as straight, with impact parameter b and path coordinate x, so that R² = b² + x². E(b) is the energy passed from the relative motion to the electrons in one collision.

Derivations use atomic units, in which ħ, the electron mass m, the elementary charge and 4πε₀ are 1. Length is then in a₀, energy in hartree and speed in v₀. The symbol m is kept where it helps the reading.

The model is semiclassical. It assumes neutral, similar atoms, a local Fermi gas at each point of S, and a drift slow compared with the local Fermi speed. It also assumes that an electron which has crossed S takes up the drift of its new atom before it crosses again.

**Momentum carried across the surface**

Let Φ be the number of electrons crossing S per unit time in one direction. With equal rates both ways, neither atom changes its electron number. In a time dt, atom B receives Φdt electrons with mean drift momentum m v_A each and gives up Φdt electrons with m v_B each. The forces are therefore

F_B = mΦ(v_A − v_B) = mΦ v,  F_A = −mΦ v.

The power removed from the atomic motion is

−F_A·v_A − F_B·v_B = mΦ v·(v_A − v_B) = mΦ v².

The same energy appears as electronic heat. An electron arriving in the other atom has, besides its random motion, a drift of magnitude v relative to its new host, hence an excess energy mv²/2. Two streams give 2Φ·mv²/2 = mΦv². The cross term between random and drift velocity averages to zero for drift along S. For drift along k it gives pressure work and additional frictional heat, both of which are treated below.

With dt = dx/v, the loss is

E(b) = ∫ mΦv² dt = m v ∫ Φ(R) dx.  (1)

This is the origin of the proportionality to v: the power goes as v², and the duration as 1/v.

**One-way flux of a Fermi gas**

At a point of density n, the velocities u fill a sphere of radius v_F uniformly, with density f = 3n/(4πv_F³). The number crossing unit area per unit time in one direction is

j = ∫_{u_z>0} f u_z d³u
 = 2πf ∫₀^{v_F} u³ du ∫₀^{π/2} cosθ sinθ dθ
 = 2πf · (v_F⁴/4) · (1/2)
 = 3n v_F/16.  (2)

The mean speed is ū = 3v_F/4, so j = nū/4. Firsov's law uses this resting-gas flux in Φ = ∫_S j dS.

**What the drift adds**

The resting-gas flux is a separate premise, because the approach of the atoms also changes the crossing rate. To find the effect, take the frame of the midplane, in which the two gases drift with +v/2 and −v/2. Split v into v_z along k and v_t along S. During approach v_z > 0.

For a gas drifting towards S with normal speed V, the crossing number and the normal momentum flux are, with m = 1,

N(V) = ∫_{u_z>−V} f (u_z + V) d³u,
M(V) = ∫_{u_z>−V} f (u_z + V)² d³u.

The moving limit contributes nothing to the first derivatives, since both integrands vanish there. Thus N′(0) = n/2, M′(V) = 2N(V) and M″(0) = n. The mean of u_z² is v_F²/5, so M(0) = nv_F²/10 = P/2, where P = nv_F²/5 is the gas pressure. To the order needed,

N = j + nV/2,  M = P/2 + 2jV + nV²/2.

Both gases have V = v_z/2, so their crossing numbers are equal and no net charge is transferred. The tangential momenta are +v_t/2 and −v_t/2 per electron; their exchange gives a flux N v_t. The normal contributions of the two streams add, because losing downward momentum is a gain of upward momentum. Per unit area, the momentum flux into B is

Π_t = (j + nv_z/4) v_t,
Π_z = 2M(v_z/2) = P + 2j v_z + nv_z²/4.

The plane also turns during the collision, which gives its points a local normal velocity s. To first order this changes the normal momentum flux by −sj from the A side and +sj from the B side. The two cancel.

Multiplication by the relative velocity gives the power per unit area:

Π·v = P v_z + j(v_t² + 2v_z²) + nv_z v_t²/4 + nv_z³/4.

A straight path passes each R twice, with opposite v_z. The terms odd in v_z therefore cancel between approach and departure, including the pressure work. What remains is j(v² + v_z²), which corresponds to the friction force

F_B = mΦ [v + k(k·v)].  (3)

Firsov's law keeps the first term. Within the rigid-drift model, motion along the line of centres meets twice that friction, and motion parallel to S meets the same friction.

The next even term shows how slow the drift must be. The third derivative of M at V = 0 is twice the density of normal velocities there, 2·3n/(4v_F). For purely normal motion this adds nv_z⁴/(16v_F) to the power, or v²/(3v_F²) relative to jv². At v = 0.04v_F the sum is 2.0005 times jv², and numerical integration over the displaced spheres also gives 2.0005.

**Thomas-Fermi density and the common potential**

Let φ > 0 be the depth of the electron's potential energy. In a neutral Thomas-Fermi atom the fastest electrons have zero total energy, v_F²/2 = φ. Filling phase space with two spins gives n = v_F³/(3π²), so

n = (2φ)^(3/2)/(3π²).

Inserting this in equation (2) gives the flux as a function of φ, named g:

g = 3nv_F/16 = v_F⁴/(16π²) = φ²/(4π²).  (4)

Firsov's closure uses one potential for the pair. On S the distance r to either nucleus is the same, and one sets

φ = (Z/r) χ(r/a).

At small r this is the sum of the two nuclear potentials. Poisson's equation, ∇²φ = 4πn, becomes

(Z/r) χ″/a² = (4/(3π)) (2Zχ/r)^(3/2).

With ξ = r/a it takes the form χ″ = χ^(3/2)/√ξ if

a = c Z^(−1/3),  c = (9π²/128)^(1/3) = 0.88534.

The boundary conditions are χ(0) = 1 and χ(∞) = 0. This is the solution for one atom of nuclear charge Z, used with the distance from either nucleus. It does not solve the two-centre problem, and that is the main approximation in the closure. The midplane is fixed by symmetry for equal atoms; for unequal atoms its position is a further approximation.

For numerical work, χ can be integrated inward from a small departure from its tail 144/ξ³. If χ(ξ) is a solution, so is q³χ(qξ), and q is chosen to make χ(0) = 1. The initial slope obtained in this way is −1.588071.

**Plane and path integrals**

A point of S at distance ρ from the line of centres has r² = ρ² + R²/4, and hence ρdρ = r dr. The crossing rate is

Φ(R) = 2π ∫₀^∞ g ρ dρ = 2π ∫_{R/2}^∞ r g(r) dr.  (5)

For the path integral, write R²/4 = b²/4 + x²/4 and put x = 2w. Then dx = 2dw, and the two coordinates in S together with w form a three-dimensional space with radius p:

E(b) = 2v ∫ d³p g(√(p² + b²/4))
  = 8πv ∫₀^∞ p² g(√(p² + b²/4)) dp.  (6)

Insert (4) and set p = aq and b = 2aη:

E(b) = Z^(5/3) v G(y),  y = Z^(1/3) b/a₀,  η = y/(2c),

G(y) = (2c/π) ∫₀^∞ χ²(√(q² + η²)) q²/(q² + η²) dq.  (7)

The power 5/3 comes from φ² ∝ Z² and one length a ∝ Z^(−1/3). One table of G(y) serves all atom pairs within this closure.

**Head-on limit and the interpolation formula**

At b = 0 the fraction in (7) is 1. Quadrature gives ∫χ²dξ = 0.61543, and therefore

E(0) = (2 × 0.88534 × 0.61543/π) Z^(5/3) ħv/a₀
  = 0.347 Z^(5/3) ħv/a₀.

This is the origin of the coefficient 0.35 in Firsov's closed form,

E_I(b) = 0.35 Z^(5/3) (ħv/a₀) / (1 + 0.16y)⁵.  (8)

Equation (8) is an interpolation to the integral. On a grid of y from 0 to 10, the ratio E_I/E lies between 0.90 and 1.28, with its largest value near y = 1.75. At y = 20 it is 0.64. Where errors of this size matter, G(y) should be tabulated from (7).

The fifth power has a basis in the tail of χ. For χ = 144/ξ³, equation (4) gives g = 144²Z²a⁶/(4π²r⁸), and Z²a⁶ = c⁶. With β = b/2 and p = β tanα,

∫₀^∞ p² dp/(p² + β²)⁴ = β⁻⁵ ∫₀^{π/2} sin²α cos⁴α dα = π/(32β⁵).

Since β⁻⁵ = 32/b⁵,

E(b) → 8πv · [144²c⁶/(4π²)] · π/b⁵
  = 41472 c⁶ v/b⁵ ≈ 19970 v/b⁵.  (9)

The Z-dependence has cancelled. Equation (8) also tends to a Z-independent b⁻⁵ law, but its coefficient is 0.35/0.16⁵ ≈ 3340, about one sixth of that in (9). The constant 0.16 is thus not set by the asymptotic tail. The limit (9) is approached very slowly: E b⁵/v is about 1340 at y = 20, 8100 at y = 100 and 17000 at y = 1000, so (9) is not a usable estimate at ordinary impact parameters. That tail is itself a property of the Thomas-Fermi model; densities of real free atoms fall off exponentially.

**Effect of the second friction term**

On the straight path v_z²/v² = x²/R², so equation (3) gives

E_D(b) = v ∫ Φ(R) (1 + x²/R²) dx.  (10)

Head-on, x² = R² and E_D = 2E. In the far tail, equation (5) gives Φ ∝ R⁻⁶. With x = b tanα, the mean of x²/R² weighted by Φ is

∫ sin²α cos⁴α dα / ∫ cos⁴α dα = (π/16)/(3π/8) = 1/6,

where both integrals run from −π/2 to π/2. The ratio E_D/E therefore falls from 2 at b = 0 to 7/6 in the tail.

**Stopping cross section**

The loss summed over impact parameters is the stopping cross section, S = ∫E(b) 2πb db. From here on S denotes this quantity, and the dividing surface is called the midplane. Write b = 2β in (6), so that 2πb db = 4·2πβ dβ. Then put β = r sinα and p = r cosα, for which dβ dp = r dr dα:

S = 8v ∫ 2πβ dβ ∫ 4πp² dp g(r)
 = 64π²v ∫ r⁴g dr ∫₀^{π/2} sinα cos²α dα
 = (64π²/3) v ∫₀^∞ r⁴g(r) dr.  (11)

With (4), r = aξ, and the quadrature ∫χ²ξ²dξ = 1.849,

S = (16/3) c³ Z v ∫χ²ξ²dξ = 6.84 Z v.  (12)

The interpolation can be integrated directly, using ∫b db/(1+κb)⁵ = 1/(12κ²) with κ = 0.16Z^(1/3). It gives 2π × 0.35/(12 × 0.16²) = 7.16 in place of 6.84. Its errors at different b partly cancel, which leaves the cross section 5% above the integral.

For the drift-resolved loss (10), the integrals over b and x cover all directions of the separation vector in three dimensions. Φ depends on R alone, and the angular mean of x²/R² is 1/3. Hence S_D = 4S/3 for any density that gives a convergent S.

**Selenium in amorphous selenium**

Consider a 100 keV selenium ion entering amorphous selenium, treated as neutral atoms with Z₁ = Z₂ = 34. The mass is 78.97 u, and the atomic density is taken as roughly 33 nm⁻³. The speed is 4.94×10⁵ m/s, or v = 0.2260 v₀.

At b = 0.10 nm, y = 7.71. Equation (8) gives

E_I = 0.35 × 68^(5/3) × 0.2260 × 27.21 eV / 2.234⁵
  = 43.8 eV,

and the integral gives 43.9 eV. The table shows how the loss depends on b and on the assumptions. All entries are in eV.

b (nm) | E | E_I | E_D | E_C | E_H
0.02 | 633 | 809 | 908 | 448 | 678
0.05 | 183 | 221 | 243 | 172 | 240
0.10 | 43.9 | 43.8 | 56.0 | 43.6 | 43.8
0.15 | 15.4 | 12.9 | 19.2 | 15.4 | 20.4
0.20 | 6.6 | 4.9 | 8.2 | 6.6 | 9.5

E is the integral (7), E_I the interpolation and E_D the drift-resolved result.

E_C keeps Firsov's friction but follows the bent orbit. With centre-of-mass energy T_c = 50 keV and internuclear repulsion U(R), energy conservation gives the squared relative speed as v²(1 − U/T_c). The radial speed is v√(1 − U/T_c − b²/R²), so

E_C = 2v ∫_{R₀}^∞ Φ(R) (1 − U/T_c) / √(1 − U/T_c − b²/R²) dR,

where R₀ is the closest approach. U is the Ziegler-Biersack-Littmark universal potential. At b = 0.02 nm the orbit turns at 0.0235 nm and the loss is 29% below the straight-path value. From 0.10 nm outward the bending changes the loss by less than 1%.

E_H replaces the common Thomas-Fermi potential by the sum of two free-atom densities in j = 3nv_F/16, with v_F = (3π²n)^(1/3). The densities are spherical averages from unrestricted Hartree-Fock theory in the def2-TZVP basis, for the triplet atom. Diffuse or quadruple-zeta basis sets change each E_H entry by less than 0.1 eV. The densities omit electron correlation, relativity and bonding in the solid. The agreement with E at 0.10 nm does not extend to the neighbouring rows, where E_H is about 32% larger.

**Electronic stopping and its uncertainty**

Equation (12) gives S = 6.843 × 68 × 0.2260 = 105.2 atomic units. One such unit is 27.21 eV × (0.05292 nm)² = 0.0762 eV nm², so

S = 8.01 eV nm² = 80.1×10⁻¹⁵ eV cm²,
33 nm⁻³ × 8.01 eV nm² = 264 eV/nm.

The drift-resolved value is 4/3 of this, 353 eV/nm. Both values assume straight paths. Following the bent orbits at every b, as in E_C, lowers 264 to about 233 eV/nm, because close collisions carry a sizeable part of S.

The closure matters by a comparable amount. Summing two Thomas-Fermi atomic densities doubles n on the midplane, and j ∝ n^(4/3) rises by 2^(4/3). Each atom has charge Z/2, and S for a single potential is proportional to its charge. The result is 2^(4/3)/2 = 2^(1/3) times the common-potential value, or 333 eV/nm. Summed Hartree-Fock densities give 292 eV/nm. The change of closure thus raises the stopping by 26%, and the change of atomic density then lowers it by 12%. Both figures use the resting-gas flux.

**Where the premises are strained**

The number of one-way crossings in a collision is ∫Φdt = E/(mv²). At b = 0.10 nm it is 31.6, against 34 electrons in each atom. If the tightly bound electrons take little part, the others must cross more than once. At b = 0.02 nm the number is about 456 on the straight path and 378 on the bent orbit, so repeated crossings are unavoidable there. The assumed loss of drift memory between crossings is then a substantial premise, and the model does not supply the size of its error.

At the centre of the midplane, v/v_F is 0.06 for R = 0.10 nm and 0.27 for R = 0.30 nm. For normal motion the next even drift term is then 0.1% and 2.5% of jv². The ratio v/v_F grows away from the centre, where φ is smaller. Summed over the whole midplane, the even terms beyond v² therefore add more, about 0.4% and 7% of mΦv².

Discrete levels are a different limit. The collision quantum ħv/b is 3.3 eV at b = 0.10 nm, while the outer Hartree-Fock orbital is bound by 9.5 eV. The free atom also has excitations within its open 4p⁴ shell, near 1.4 and 3.4 eV in a small configuration-interaction estimate, but these are a few discrete terms. The continuous spectrum implied by a Fermi gas is therefore not assured. At lower speeds the electrons may follow the nuclei adiabatically, and the linear law may then overestimate the loss.

**Use for implantation**

An energy of 100 keV is within the usual range for ion implantation, and the chosen density corresponds to about 4.3 g/cm³, roughly that of amorphous selenium. The solid breaks the assumption of isolated binary collisions. A sphere holding one atom has radius 0.193 nm, and 14.6% of S comes from larger impact parameters. Cutting the integral there would lower 264 to 226 eV/nm. This measures the sensitivity and is not a correction, since electron densities overlap in the solid.

Elastic collisions remove more energy at this speed. For equal masses the recoil energy is T₀ sin²(θ/2), where T₀ = 100 keV and θ is the classical centre-of-mass deflection in the potential U. Integration over b gives a nuclear stopping of 1260 eV/nm, nearly five times the Firsov value. An error of one third in the electronic part then changes the total initial energy loss by about 6%. Its weight grows with ion speed in the range where nuclear stopping falls.

In a binary-collision code, subtract the loss once per collision, evaluated with the current relative speed. The straight-path E(b) serves for distant collisions; for close ones the bent-orbit form E_C is needed, increasingly so as the ion slows. In this example, bending lowers the electronic stopping by 12% at 100 keV and by 34% at 10 keV. In a trajectory code, apply the equal and opposite forces ±mΦ(R)v, or equation (3) if the drift-resolved form is chosen, and only above a chosen lower speed limit. Without such a limit, the force ±mΦ(R)v would also damp thermal vibrations: the vibrational energy of two selenium atoms 0.234 nm apart would decay by a factor e in about 17 ps, although the linear law is not established at thermal speeds. The pressure term P must be left out of the friction, because reversible forces belong to the interatomic potential. If a continuous stopping NS, with N the atomic density, is used instead, neither pairwise form should be added to it.

Numerical values quoted here were computed with a short program.
